# Energy of a charged sheet in a periodic dielectric slab cell: verification in Python

```python
"""
Energy of a charged sheet at the centre of a dielectric slab in a periodic cell.

Result under test (Gaussian form, q^2 means q^2/(4 pi eps0) in SI):
    E = (pi q^2 L / (6 A)) * [f + (1 - f)/eps],   f = (1 - d/L)^3
q: sheet charge per cell, A: cell area, L: cell height, d: slab thickness,
eps: out-of-plane permittivity of the slab. A uniform background of charge -q
fills the whole cell. "Reduced" energies are E*A/q^2 and have the unit nm.
The independent road is a finite-volume solution of the Poisson equation,
with the energy taken as half the sum of charge times potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import erfc

STEP = 0.002  # grid spacing in nm; slab faces fall on grid nodes


# ---------- derived formulas ----------
def reduced_energy(L, d, eps):
    f = (1 - d / L) ** 3
    return np.pi * L / 6 * (f + (1 - f) / eps)


def reduced_drop(L, d, eps):
    """Potential at the sheet minus potential at mid-vacuum, unit sheet density."""
    g = (1 - d / L) ** 2
    return np.pi * L / 2 * (g + (1 - g) / eps)


def reduced_shift_cost(L, d, eps, z0):
    S = L - d + d / eps
    return 2 * np.pi * z0**2 / eps * (1 / L - 1 / (eps * S))


def reduced_width_gain(L, eps, w):
    return -np.pi * w / (3 * eps) * (1 - w / (2 * L))


def admittance(G, L, d, eps_z, eps_xy):
    """Y(G): potential at the slab centre is 2 pi sigma_G / Y. L=None: isolated."""
    outside = G if L is None else G * np.tanh(G * (L - d) / 2)
    inside = G * np.sqrt(eps_z * eps_xy)
    t = np.tanh(G * np.sqrt(eps_xy / eps_z) * d / 2)
    return inside * (outside + inside * t) / (inside + outside * t)


def lateral_energy(L, d, eps_z, eps_xy, cell, s):
    """E/q^2 (1/nm): G != 0 lattice sum minus isolated integral.
    The charge is an in-plane Gaussian of standard deviation s per axis."""
    area = abs(np.linalg.det(cell))
    recip = 2 * np.pi * np.linalg.inv(cell).T
    gmax = 8 / s
    m = int(np.ceil(1.3 * gmax / np.linalg.norm(recip[0])))
    i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    vectors = i.reshape(-1, 1) * recip[0] + j.reshape(-1, 1) * recip[1]
    G = np.linalg.norm(vectors, axis=1)
    G = G[(G > 1e-9) & (G < gmax)]
    lattice = np.sum(np.pi / area * np.exp(-(G * s) ** 2)
                     / admittance(G, L, d, eps_z, eps_xy))

    def integrand(k):
        return 0.5 * k * np.exp(-(k * s) ** 2) / admittance(k, None, d, eps_z, eps_xy)

    split = min(2 / d, gmax / 2)
    isolated = (quad(integrand, 0, split, limit=300)[0]
                + quad(integrand, split, gmax, limit=300)[0])
    return lattice - isolated


# ---------- independent Poisson solver ----------
def solve_poisson(L, d, eps_z, charge, eps_xy=1.0, G=0.0):
    """Periodic finite-volume solution; node 0 is the slab centre."""
    n = len(charge)
    h = L / n
    mid = (np.arange(n) + 0.5) * h
    in_slab = np.minimum(mid, L - mid) < d / 2
    bond = np.where(in_slab, eps_z, 1.0) / h
    planar = np.where(in_slab, eps_xy, 1.0)
    planar_node = 0.5 * (planar + np.roll(planar, 1))
    idx = np.arange(n)
    nxt = (idx + 1) % n
    diagonal = bond + np.roll(bond, 1) + G**2 * h * planar_node
    matrix = coo_matrix(
        (np.concatenate([diagonal, -bond, -bond]),
         (np.concatenate([idx, idx, nxt]), np.concatenate([idx, nxt, idx]))),
        shape=(n, n)).tocsc()
    rhs = 4 * np.pi * charge
    if G > 0:
        return spsolve(matrix, rhs)
    phi = np.zeros(n)  # neutral cell: the potential of one node may be set to zero
    phi[1:] = spsolve(matrix[1:, 1:], rhs[1:])
    return phi


def numerical_cell(L, d, eps, z0=0.0, w=0.0):
    """Reduced energy and potential for a sheet at z0 or a layer of width w."""
    n = int(round(L / STEP))
    charge = np.full(n, -1.0 / n)
    if w > 0:
        half = int(round(w / 2 / STEP))
        weights = np.ones(2 * half + 1)
        weights[[0, -1]] = 0.5
        charge[np.arange(-half, half + 1) % n] += weights / weights.sum()
    else:
        charge[int(round(z0 / STEP))] += 1.0
    phi = solve_poisson(L, d, eps, charge)
    return 0.5 * charge @ phi, phi


# ---------- example parameters (rough typical values, monolayer MoS2 regime) ----------
lattice_constant, repeats = 0.32, 6
d, eps_z, eps_xy, L = 0.6, 6.0, 15.0, 2.0
z0, w, s = 0.15, 0.3, 0.1
binding = 4.0
side = lattice_constant * repeats
cell = side * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
A = abs(np.linalg.det(cell))
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18    # eV nm^2
unit = coulomb / A                                          # eV per nm of reduced energy

# ---------- tests ----------
# Main formula, from empty cell to filled cell
for L_t, d_t, eps_t in [(2.0, 0.6, 6.0), (1.2, 0.6, 2.5), (3.0, 1.0, 12.0),
                        (2.0, 0.0, 6.0), (2.0, 2.0, 6.0), (2.0, 0.8, 1.0)]:
    assert np.isclose(numerical_cell(L_t, d_t, eps_t)[0],
                      reduced_energy(L_t, d_t, eps_t), rtol=3e-5)

# Powers of L: coefficients extracted from the numerical energies
heights = np.array([1.2, 2.0, 3.0, 4.0])
numeric = np.array([numerical_cell(x, d, eps_z)[0] for x in heights]) * 6 / np.pi
powers = np.column_stack([heights, np.ones(4), 1 / heights, 1 / heights**2])
c = 1 - 1 / eps_z
assert np.allclose(np.linalg.solve(powers, numeric),
                   [1, -3 * d * c, 3 * d**2 * c, -d**3 * c], atol=1e-3)

# Potential drop, displaced sheet and layer of finite width
E_num, phi = numerical_cell(L, d, eps_z)
middle, face = len(phi) // 2, int(round(d / 2 / STEP))
assert np.isclose(phi[0] - phi[middle], reduced_drop(L, d, eps_z), rtol=1e-4)
vacuum_drop = np.pi * L / 2 * (1 - d / L) ** 2
assert np.isclose(phi[face] - phi[middle], vacuum_drop, rtol=1e-4)
shift_num = numerical_cell(L, d, eps_z, z0=z0)[0] - E_num
assert np.isclose(shift_num, reduced_shift_cost(L, d, eps_z, z0), rtol=2e-3)
width_num = numerical_cell(L, d, eps_z, w=w)[0] - E_num
assert np.isclose(width_num, reduced_width_gain(L, eps_z, w), rtol=2e-3)

# Response at finite in-plane wavevector
for G in (0.5, 2.0, 4.0):
    point = np.zeros(int(round(L / STEP)))
    point[0] = 1.0
    phi_G = solve_poisson(L, d, eps_z, point, eps_xy, G)[0]
    assert np.isclose(phi_G, 2 * np.pi / admittance(G, L, d, eps_z, eps_xy), rtol=5e-4)


# Sheet energy plus lateral term against an Ewald sum, simple cubic lattice, eps = 1
def ewald_potential(alpha=2.0, m=6):
    k = np.arange(-m, m + 1)
    r2 = (k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2).ravel()
    r2 = r2[r2 > 0].astype(float)
    g2 = 4 * np.pi**2 * r2
    return (np.sum(erfc(alpha * np.sqrt(r2)) / np.sqrt(r2))
            + np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * alpha**2)))
            - 2 * alpha / np.sqrt(np.pi) - np.pi / alpha**2)


s_cubic = 0.03
cubic_total = reduced_energy(1.0, 0.3, 1.0) + lateral_energy(
    1.0, 0.3, 1.0, 1.0, np.eye(2), s_cubic)
spread = 4 * np.pi / 3 * s_cubic**2  # Gaussian charge in the uniform background
cubic_ewald = 0.5 * ewald_potential()
assert abs(cubic_total - spread - cubic_ewald) < 1e-4


# Spill of an electron into the artificial well in the vacuum
def zero_point(height):
    return 0.5 * np.sqrt(hbar2_over_m * 4 * np.pi * unit / height)


def spill_balance(height):
    return unit * reduced_drop(height, d, eps_z) - binding - zero_point(height)


L_spill = brentq(spill_balance, 1.0, 50.0)
x = np.linspace(-(L_spill - d) / 2, (L_spill - d) / 2, 2001)[1:-1]
dx = x[1] - x[0]
well = 2 * np.pi * unit / L_spill * x**2
ground = eigh_tridiagonal(hbar2_over_m / dx**2 + well,
                          np.full(len(x) - 1, -hbar2_over_m / (2 * dx**2)),
                          select='i', select_range=(0, 0), eigvals_only=True)[0]
assert np.isclose(ground, zero_point(L_spill), rtol=1e-3)

# ---------- worked example ----------
f = (1 - d / L) ** 3
prefactor = unit * np.pi * L / 6
E = unit * reduced_energy(L, d, eps_z)
E_lat = coulomb * lateral_energy(L, d, eps_z, eps_xy, cell, s)
E_lat_wide = coulomb * lateral_energy(L, d, eps_z, eps_xy, cell, 2 * s)
field = 2 * np.pi * unit * 10  # 1 V/nm = 10 MV/cm
drop = unit * reduced_drop(L, d, eps_z)

print(f"lattice constant                     {lattice_constant:.2f} nm")
print(f"supercell repeats per side           {repeats}")
print(f"cell area A                          {A:.4f} nm^2")
print(f"cell height L                        {L:.2f} nm")
print(f"slab thickness d                     {d:.2f} nm")
print(f"permittivity out of plane, in plane  {eps_z:.1f}, {eps_xy:.1f}")
print(f"e^2/(4 pi eps0)                      {coulomb:.5f} eV nm")
print(f"sheet charge magnitude               {const.e / A * 1e20:.3f} uC/cm2")
print(f"f                                    {f:.4f}")
print(f"bracket f + (1-f)/eps                {f + (1 - f) / eps_z:.4f}")
print(f"energy, no slab (prefactor)          {prefactor:.4f} eV")
print(f"energy, cell filled by dielectric    {prefactor / eps_z:.4f} eV")
print(f"field energy in vacuum               {prefactor * f:.4f} eV")
print(f"field energy in slab                 {prefactor * (1 - f) / eps_z:.4f} eV")
print(f"sheet energy E, formula              {E:.4f} eV")
print(f"sheet energy E, Poisson solver       {unit * E_num:.4f} eV")
print(f"field at sheet, inside slab          {field / eps_z:.2f} MV/cm")
print(f"field just outside slab face         {field * (1 - d / L):.2f} MV/cm")
print(f"voltage across half the slab         {drop - unit * vacuum_drop:.4f} V")
print(f"voltage from face to mid-vacuum      {unit * vacuum_drop:.4f} V")
print(f"voltage from sheet to mid-vacuum     {drop:.4f} V")
print("L (nm), f, sheet E (eV), lateral term (eV), sum (eV):")
for height in (1.5, 2.0, 3.0, 4.0):
    e_sheet = unit * reduced_energy(height, d, eps_z)
    e_side = coulomb * lateral_energy(height, d, eps_z, eps_xy, cell, s)
    print(f"  {height:.1f}  {(1 - d / height)**3:.4f}  {e_sheet:.4f}  "
          f"{e_side:.4f}  {e_sheet + e_side:.4f}")
print(f"Gaussian width s of defect charge    {s:.2f} nm")
print(f"lateral term at L = {L:.1f} nm           {E_lat:.4f} eV")
print(f"its change when s is doubled         {E_lat_wide - E_lat:+.4f} eV")
print(f"sheet displaced by {z0:.2f} nm: change   "
      f"{unit * reduced_shift_cost(L, d, eps_z, z0):+.4f} eV")
print(f"layer of width {w:.2f} nm: change        "
      f"{unit * reduced_width_gain(L, eps_z, w):+.4f} eV")
print(f"d raised by 0.10 nm: change          "
      f"{unit * reduced_energy(L, d + 0.1, eps_z) - E:+.4f} eV")
print(f"eps lowered by 1: change             "
      f"{unit * reduced_energy(L, d, eps_z - 1) - E:+.4f} eV")
print(f"electron binding assumed (rough)     {binding:.1f} eV")
print(f"zero-point energy at spill height    {zero_point(L_spill):.3f} eV")
print(f"cell height at onset of spill        {L_spill:.2f} nm")
print(f"cubic lattice, eps=1: sheet+lateral  {cubic_total - spread:.5f} q^2/L")
print(f"cubic lattice, eps=1: Ewald          {cubic_ewald:.5f} q^2/L")
print("all assertions hold")
```

Running it gives:

```
lattice constant                     0.32 nm
supercell repeats per side           6
cell area A                          3.1925 nm^2
cell height L                        2.00 nm
slab thickness d                     0.60 nm
permittivity out of plane, in plane  6.0, 15.0
e^2/(4 pi eps0)                      1.43996 eV nm
sheet charge magnitude               5.019 uC/cm2
f                                    0.3430
bracket f + (1-f)/eps                0.4525
energy, no slab (prefactor)          0.4723 eV
energy, cell filled by dielectric    0.0787 eV
field energy in vacuum               0.1620 eV
field energy in slab                 0.0517 eV
sheet energy E, formula              0.2137 eV
sheet energy E, Poisson solver       0.2137 eV
field at sheet, inside slab          4.72 MV/cm
field just outside slab face         19.84 MV/cm
voltage across half the slab         0.1204 V
voltage from face to mid-vacuum      0.6943 V
voltage from sheet to mid-vacuum     0.8148 V
L (nm), f, sheet E (eV), lateral term (eV), sum (eV):
  1.5  0.2160  0.1228  -0.4174  -0.2946
  2.0  0.3430  0.2137  -0.4175  -0.2038
  3.0  0.5120  0.4204  -0.4175  0.0028
  4.0  0.6141  0.6409  -0.4175  0.2234
Gaussian width s of defect charge    0.10 nm
lateral term at L = 2.0 nm           -0.4175 eV
its change when s is doubled         +0.0079 eV
sheet displaced by 0.15 nm: change   +0.0041 eV
layer of width 0.30 nm: change        -0.0218 eV
d raised by 0.10 nm: change          -0.0269 eV
eps lowered by 1: change             +0.0103 eV
electron binding assumed (rough)     4.0 eV
zero-point energy at spill height    0.126 eV
cell height at onset of spill        6.78 nm
cubic lattice, eps=1: sheet+lateral  -1.41863 q^2/L
cubic lattice, eps=1: Ewald          -1.41865 q^2/L
all assertions hold
```
